\section*{Hyperfine branching and the strongest component of the rubidium-87 D2 line}

\section{Problem}

The D2 line of rubidium-87 joins the level $5P_{3/2}$, with $J'=3/2$, to the ground level $5S_{1/2}$, with $J=1/2$. The nuclear spin is $I=3/2$, so the upper level has $F'=0,1,2,3$ and the lower one $F=1,2$.

\begin{enumerate}
\item Find the probability $b(F'\to F)$ that an atom in $F'$ decays to $F$. Show that $F'=3$ decays only to $F=2$.
\item Show that, among all components joining one Zeeman state to another, the stretched ones, $|F'=3,m'=\pm3\rangle\to|F=2,m=\pm2\rangle$, are the strongest.
\item An atom in $F=2$ is excited again and again to one chosen $F'$. How many photons does it emit on average before it lands in $F=1$?
\end{enumerate}

Only electric dipole decay is considered. The field is weak enough for $F$ and $F'$ to be good quantum numbers, hyperfine mixing between different $J$ is neglected, and all components are given the same optical frequency. Angular momenta are in units of $\hbar$. Rates are in units of $\Gamma$, the total decay rate of an upper state, because the atomic unit of rate is unnatural here.

\section{A tempting solution}

The dipole operator is a vector, so $F$ can differ from $F'$ by at most one, and $0\to0$ is forbidden. Hence $F'=3$ goes to $F=2$, and $F'=0$ goes to $F=1$. From $F'=2$ and $F'=1$ both lower levels can be reached. They contain $2F+1=5$ and $3$ states, so one shares the decays in the ratio $5:3$:
\begin{equation}
b(2\to2)=b(1\to2)=\tfrac58,\qquad b(2\to1)=b(1\to1)=\tfrac38 .
\label{eq:wrong}
\end{equation}

The selection rules are correct. The sharing rule assumes that all final states allowed by them are equally likely. To test this assumption we need a quantity whose mean value after the decay is known.

\section{What the decay leaves unchanged}

The dipole operator acts on the orbital motion and not on the electron spin $\mathbf S$ or the nuclear spin $\mathbf I$. With Cartesian $p$ orbitals its downward parts are
\begin{equation}
D_i=d\,|s\rangle\langle p_i|,\qquad i=x,y,z ,
\end{equation}
multiplied by the identity for both spins. This model has one radial constant $d$. That is sufficient: by the Wigner--Eckart theorem, all dipole elements between $J'=3/2$ and $J=1/2$ share a single reduced element, which cancels from every ratio.

The rate from an upper state $|e\rangle$ to a lower state $|g\rangle$ is $\Gamma_{eg}=C\sum_i|\langle g|D_i|e\rangle|^2$, with a common constant $C$. The eight states $|g\rangle$ are complete for an $s$ electron with two spins, so
\begin{equation}
\sum_g\Gamma_{eg}=C\,\langle e|\sum_iD_i^\dagger D_i|e\rangle
=Cd^2\,\langle e|\sum_i|p_i\rangle\langle p_i|\,|e\rangle=Cd^2\equiv\Gamma .
\label{eq:total}
\end{equation}
Every upper state therefore has the same total rate.

Now take the mean of $\mathbf I\cdot\mathbf S$ just after the decay. Since $\mathbf I\cdot\mathbf S$ passes through $D_i$ unchanged,
\begin{equation}
\langle\mathbf I\cdot\mathbf S\rangle_{\rm after}
=\frac{C}{\Gamma}\sum_i\langle e|D_i^\dagger\,\mathbf I\cdot\mathbf S\,D_i|e\rangle
=\frac{1}{d^2}\langle e|\mathbf I\cdot\mathbf S\sum_iD_i^\dagger D_i|e\rangle
=\langle e|\mathbf I\cdot\mathbf S|e\rangle .
\label{eq:conserve}
\end{equation}
The relative orientation of the two spins survives the emission on average.

To evaluate the right-hand side, write the orbital momentum $L=1$ as two spins $1/2$ in a symmetric state. The electron spin is a third spin $1/2$. The state $J'=3/2$, $m_J'=3/2$ has all three up and is symmetric under their exchange. The lowering operator treats the three alike, so all four $J'=3/2$ states are symmetric. Between symmetric states each of the three spins has the same matrix elements, and their sum is $\mathbf J'$. Within $J'=3/2$ we may therefore replace $\mathbf S$ by $\mathbf J'/3$:
\begin{equation}
\langle\mathbf I\cdot\mathbf S\rangle_{\rm after}=\tfrac13\langle\mathbf I\cdot\mathbf J'\rangle .
\label{eq:third}
\end{equation}
Squaring $\mathbf F'=\mathbf I+\mathbf J'$ gives
\begin{equation}
\mathbf I\cdot\mathbf J'=\tfrac12\left[F'(F'+1)-\tfrac{15}{4}-\tfrac{15}{4}\right]
=\tfrac12\left[F'(F'+1)-\tfrac{15}{2}\right].
\label{eq:ij}
\end{equation}
In the ground level $\mathbf J=\mathbf S$, and in the same way
\begin{equation}
\mathbf I\cdot\mathbf S=\tfrac12\left[F(F+1)-\tfrac{15}{4}-\tfrac34\right]
=\begin{cases}+\tfrac34,&F=2,\\[2pt]-\tfrac54,&F=1.\end{cases}
\label{eq:is}
\end{equation}

\section{The fault}

The shares in (\ref{eq:wrong}) predict, for $F'=2$ and $F'=1$ alike,
\begin{equation}
\langle\mathbf I\cdot\mathbf S\rangle_{\rm after}=\tfrac58\cdot\tfrac34-\tfrac38\cdot\tfrac54=0 .
\end{equation}
Equation (\ref{eq:ij}) gives $\mathbf I\cdot\mathbf J'=-\tfrac34$ for $F'=2$ and $-\tfrac{11}{4}$ for $F'=1$, so by (\ref{eq:third}) the true means are $-\tfrac14$ and $-\tfrac{11}{12}$. Counting states treats the spins as if the emission randomised them, whereas the emission does not act on them. For $F'=3$ and $F'=0$ the error does not show, because the selection rule leaves one lower level.

\section{The branching ratios}

Let $b=b(F'\to2)$, so that $b(F'\to1)=1-b$. Equations (\ref{eq:third})--(\ref{eq:is}) give
\begin{align}
\tfrac34b-\tfrac54(1-b)&=\tfrac16\left[F'(F'+1)-\tfrac{15}{2}\right],\nonumber\\
2b-\tfrac54&=\tfrac16F'(F'+1)-\tfrac54 .
\end{align}
The constants cancel, and
\begin{equation}
b(F'\to2)=\frac{F'(F'+1)}{12},\qquad b(F'\to1)=1-\frac{F'(F'+1)}{12}.
\label{eq:b}
\end{equation}
The result does not depend on $m'$. Its values are
\begin{center}
\begin{tabular}{ccc}
$F'$ & $b(F'\to2)$ & $b(F'\to1)$\\
3 & $1$ & $0$\\
2 & $1/2$ & $1/2$\\
1 & $1/6$ & $5/6$\\
0 & $0$ & $1$
\end{tabular}
\end{center}
For $F'=3$ we have $12/12=1$: every decay ends in $F=2$, as the selection rule requires. The numerical check confirms (\ref{eq:b}) for each of the 16 upper states, built by diagonalization.

The neglected difference in optical frequency changes these numbers very little. Decay rates grow as the cube of the frequency, and $F=1$ lies below $F=2$, so decay to $F=1$ is slightly favoured. If $\delta$ is the ground splitting divided by the optical frequency, the rates from $F'=2$ stand in the ratio $r=(1+\delta)^3\approx1+3\delta$, and
\begin{equation}
b(2\to1)-\frac12=\frac{r}{1+r}-\frac12=\frac{r-1}{2(1+r)}\approx\frac{3\delta}{4}.
\end{equation}
With rough values of 6.8 GHz and 380 THz this is an absolute change of about $1.3\times10^{-5}$. This is one contribution only: the neglected hyperfine mixing of $5P_{1/2}$ into $5P_{3/2}$ shifts the ratios by a similar amount, of order $10^{-5}$, so for the real atom the table should be trusted to about that order.

\section{The Zeeman components of \texorpdfstring{$F'=3$}{F'=3}}

The nuclear spin $3/2$ can also be written as three symmetric spins $1/2$. The level $F'=3$ is then the fully symmetric state of six spins: two orbital, one electronic and three nuclear. Decay to the $s$ orbital removes the orbital pair. The four spins left are still symmetric, so their total is $F=2$. This is the closed decay seen from another side.

The same picture gives the individual rates. Let $q=m'-m$ be the angular momentum along $z$ carried away by the photon. In $|3,m'\rangle$, $3+m'$ spins are up and $3-m'$ are down, with all arrangements equally likely. The orbital pair is one of $\binom62=15$ equivalent pairs. If both its spins are up, the orbital has $m_L=+1$ and the photon has $q=+1$; one up and one down gives $q=0$; both down gives $q=-1$. Counting pairs of each kind,
\begin{align}
\Gamma_{+1}/\Gamma&=\frac{(3+m')(2+m')}{30},\nonumber\\
\Gamma_{0}/\Gamma&=\frac{(3+m')(3-m')}{15},\label{eq:zeeman}\\
\Gamma_{-1}/\Gamma&=\frac{(3-m')(2-m')}{30}.\nonumber
\end{align}
Each $q$ leads to one final state, $|2,m'-q\rangle$. For $m'=3$ the three rates are $1,0,0$. For $m'=2$ they are $20/30=2/3$, $5/15=1/3$ and $0$. For $m'=0$ they are $1/5$, $3/5$ and $1/5$.

\section{Why the stretched components are strongest}

The strength of a component means its squared dipole element, which is proportional to $\Gamma_{eg}$ and is the same for absorption and emission. By (\ref{eq:total}) the rates out of $|e\rangle$ add up to $\Gamma$, so no component can exceed $\Gamma$. By (\ref{eq:zeeman}), $|3,3\rangle\to|2,2\rangle$ reaches this bound, and so does its mirror image $|3,-3\rangle\to|2,-2\rangle$.

It remains to exclude any other component that reaches it. Such a component must take all the decays of its upper state, so that state emits a single value of $q$. Expand it in products $|m_J'\rangle|m_I\rangle$ with $m_J'+m_I=m'$. Different $m_J'$ come with different, orthogonal nuclear states, so their emission probabilities add without interference.

In $m_J'=1/2$, one of three symmetric spins is down. It belongs to the orbital pair with probability $2/3$, which gives $q=0$; otherwise $q=+1$. By reflection, $m_J'=-1/2$ gives $q=0$ with probability $2/3$ and $q=-1$ otherwise. Any weight on $m_J'=\pm1/2$ therefore produces at least two values of $q$ and must be absent. The states $m_J'=3/2$ and $-3/2$ emit $q=+1$ and $q=-1$, so they cannot both be present.

The upper state is thus a single product, say $|m_J'=3/2\rangle|m_I\rangle$. But $\mathbf F'^2$ contains $J'_-I_+$, which turns it into a multiple of $|1/2\rangle|m_I+1\rangle$. That multiple vanishes only for $m_I=3/2$, so a product with smaller $m_I$ is not a state of definite $F'$. This leaves $m'=3$, and by reflection $m'=-3$. The two stretched components alone carry the full rate $\Gamma$.

The calculation over all components finds the next strongest at $0.667\,\Gamma$, in $|3,\pm2\rangle\to|2,\pm1\rangle$. The stretched ones are stronger by a factor of 1.5.

The hyperfine line containing them is also the strongest as a whole. Summed over Zeeman states, a line has the share $(2F'+1)\,b(F'\to F)/16$ of the total strength. This is $7/16=0.4375$ for $F'=3\to F=2$, while the next largest share is $5/32\approx0.156$.

\section{The photon budget}

Let the light be isotropic and unpolarised, let it excite only the chosen $F'$, and let no coherence survive from one cycle to the next. The condition on the light is sufficient, not necessary; its role is to leave no state of $F=2$ dark. Light with $q=+1$ alone, for example, cannot excite $|2,2\rangle$ to $F'=2$, which has no state $m'=3$, and the atom would stop scattering there.

Each emission ends in $F=1$ with probability $1-b$, whichever $m'$ was excited. The $n$th photon is the last with probability $b^{n-1}(1-b)$, so for $b<1$
\begin{equation}
\bar n=\sum_{n=1}^{\infty}n\,b^{n-1}(1-b)=\frac{1-b}{(1-b)^2}=\frac1{1-b}.
\end{equation}
For $F'=2$ this is $1/(1-\tfrac12)=2$ photons, and for $F'=1$ it is $1/(1-\tfrac16)=1.2$. The shares in (\ref{eq:wrong}) would have given $8/3$ for both.

For $F'=3$ we have $b=1$, and within these assumptions the atom never reaches $F=1$. In practice the cycle is interrupted when the light also excites $F'=2$ or $F'=1$ off resonance. On the stretched transition, light of pure $q=+1$ avoids this too: from $|2,2\rangle$ it can lead only to $m'=3$, and $F'=3$ is the one upper level that has such a state.

\section*{Table of computed values}
\begin{verbatim}
Rates in units of Gamma; probabilities are dimensionless
Upper sublevels: 16, lower sublevels: 8
I.S in lower level (hbar^2): F=1 -1.2500, F=2 0.7500
F'=3: I.J' = 2.2500 hbar^2, b(->2) = 1.000000, b(->1) = 0.000000
F'=2: I.J' = -0.7500 hbar^2, b(->2) = 0.500000, b(->1) = 0.500000
F'=1: I.J' = -2.7500 hbar^2, b(->2) = 0.166667, b(->1) = 0.833333
F'=0: I.J' = -3.7500 hbar^2, b(->2) = 0.000000, b(->1) = 1.000000
Share of each line in the summed strength:
  F'=3: with F=2 0.437500, with F=1 0.000000
  F'=2: with F=2 0.156250, with F=1 0.156250
  F'=1: with F=2 0.031250, with F=1 0.156250
  F'=0: with F=2 0.000000, with F=1 0.062500
Decay of F'=3, m' to F=2 (rates for q=+1, 0, -1):
  m'=+3: 1.000000, 0.000000, 0.000000
  m'=+2: 0.666667, 0.333333, 0.000000
  m'=+1: 0.400000, 0.533333, 0.066667
  m'=+0: 0.200000, 0.600000, 0.200000
  m'=-1: 0.066667, 0.533333, 0.400000
  m'=-2: 0.000000, 0.333333, 0.666667
  m'=-3: 0.000000, 0.000000, 1.000000
Stretched component |3,3> -> |2,2>: 1.000000 Gamma
Next strongest component: 0.666667 Gamma
  found in |F'=3,m'=-2> -> |F=2,m=-1>
  found in |F'=3,m'=+2> -> |F=2,m=+1>
Ratio stretched / next strongest: 1.5000
Mean photons until F=1, driving F=2 -> F'=2: 2.0000
Mean photons until F=1, driving F=2 -> F'=1: 1.2000
Rough ground splitting (input): 6.8 GHz
Rough optical frequency (input): 380 THz
Shift of b(2->1) from frequency cubed: 1.3e-05
\end{verbatim}
